# Bright state and magic angle of a linear Frenkel aggregate

## The problem

A linear aggregate consists of $N\ge 2$ identical molecules on a straight line, with equal spacing $a$. Each molecule has a ground state and one excited state, separated by the energy $E_0$. The transition dipoles all have magnitude $d$, are parallel to one another, and make an angle $\theta$ with the line, where $0\le\theta\le 90^\circ$. The light is polarized along the dipoles.

1. Taking nearest-neighbour coupling between point dipoles, find the energy shift of the state that absorbs most strongly, relative to a single molecule.
2. Find the share of the total oscillator strength that this state carries.
3. Find the angle at which the shift changes sign. A red shift defines a J aggregate, a blue shift an H aggregate.
4. Evaluate the results for $N=10$, $d=10$ debye, $a=1$ nm and $E_0=2$ eV, at $\theta=30^\circ$ and $\theta=90^\circ$. These are round model parameters.

Disorder, vibrations, dielectric screening and solvent shifts are left out. The aggregate is taken to be much shorter than the wavelength. In the example it is 9 nm long, while the light has a wavelength of about 620 nm. Even for light running along the chain, the phase of the field in vacuum changes the shares found below by less than 0.001.

## A tempting solution

Let $|n\rangle$ be the state in which molecule $n$ is excited and all others are in their ground states. Let $J$ be the coupling that moves the excitation to a neighbouring molecule. Since the light reaches all molecules with the same phase, it creates the uniform state

$$|B\rangle=\frac{1}{\sqrt N}\sum_{n=1}^{N}|n\rangle .$$

Each molecule has two neighbours, and each neighbour contributes $J$. The argument concludes that $|B\rangle$ has the energy $E_0+2J$, that the shift is $2J$, and that this one state carries all the oscillator strength.

## Where it fails

The first claim is right in this sense: the total dipole operator takes the ground state to $\sqrt N\,d\,|B\rangle$, so a weak pulse much shorter than $\hbar/|J|$ prepares $|B\rangle$. Light of a single frequency instead excites the eigenstate it is resonant with, at a rate set by that state's overlap with $|B\rangle$. The fault lies in the words "each molecule has two neighbours". The two end molecules have one. To see the consequence, write the Hamiltonian in the space of one excitation,

$$H=E_0\sum_{n=1}^{N}|n\rangle\langle n|+J\sum_{n=1}^{N-1}\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),$$

and apply it to $|B\rangle$. An interior site receives amplitude from two sides, an end site from one:

$$\langle n|H|B\rangle=\frac{1}{\sqrt N}\times
\begin{cases}E_0+2J, & 1<n<N,\\ E_0+J, & n=1 \text{ or } n=N.\end{cases}$$

For $N\ge3$ and $J\ne0$ these values differ, so $H|B\rangle$ is not a multiple of $|B\rangle$. The uniform state is not an eigenstate, and its strength is spread over two or more absorption lines. For $N=2$ both sites are ends. Then $|B\rangle$ is an eigenstate, but its shift is $J$, not $2J$.

The mean energy of $|B\rangle$ is not $E_0+2J$ either. The chain has $N-1$ bonds, each counted in both directions, so

$$\langle B|H|B\rangle=E_0+\frac{2J(N-1)}{N}. \tag{1}$$

The true eigenstates are needed, and so is the dependence of $J$ on the angle.

## The coupling

The coupling $J$ is the Coulomb matrix element between "molecule 1 excited" and "molecule 2 excited". If the molecules do not overlap, it equals the electrostatic energy of two transition charge densities. Each has zero total charge, because the ground and excited states are orthogonal. Its leading moment is the transition dipole.

To find the energy of two such dipoles, represent each by charges $\pm q$ at $\pm s\mathbf u/2$ from its centre, where $\mathbf u$ is the unit vector along the dipole and $qs=d$. The two pairs of like charges are both at distance $a$. The two pairs of unlike charges are separated by $a\hat{\mathbf x}\pm s\mathbf u$, with $\hat{\mathbf x}$ along the line. Hence

$$J=\frac{q^2}{4\pi\varepsilon_0}\left[\frac2a-\frac{1}{|a\hat{\mathbf x}+s\mathbf u|}-\frac{1}{|a\hat{\mathbf x}-s\mathbf u|}\right].$$

Set $\epsilon=s/a$ and $c=\cos\theta$. Then $|a\hat{\mathbf x}\pm s\mathbf u|=a\sqrt{1+y_\pm}$ with $y_\pm=\pm2\epsilon c+\epsilon^2$. Use $(1+y)^{-1/2}=1-\tfrac12y+\tfrac38y^2-\dots$ and keep terms up to $\epsilon^2$, for which $y_\pm^2\to4\epsilon^2c^2$:

$$\frac{1}{\sqrt{1+y_\pm}}\approx1\mp\epsilon c-\tfrac12\epsilon^2+\tfrac32\epsilon^2c^2 .$$

In the sum of the two signs the linear terms cancel, leaving $2-\epsilon^2+3\epsilon^2c^2$. The bracket is therefore $\epsilon^2(1-3c^2)/a$. With $q^2\epsilon^2=d^2/a^2$,

$$J=J_0\,(1-3\cos^2\theta),\qquad J_0=\frac{d^2}{4\pi\varepsilon_0a^3}. \tag{2}$$

Dipoles in line, head to tail, attract when they oscillate in phase, and $J=-2J_0$. Dipoles side by side repel when they are in phase, and $J=+J_0$.

## The eigenstates of the open chain

Write an eigenstate as $\sum_n c_n|n\rangle$. The Schrödinger equation for site $n$ is

$$E\,c_n=E_0c_n+J(c_{n-1}+c_{n+1}),\qquad c_0=c_{N+1}=0 .$$

The two fictitious end amplitudes are set to zero so that the same equation holds at the ends, where one neighbour is missing. Try $c_n=A\sin(qn)$, which satisfies $c_0=0$. Since

$$\sin q(n-1)+\sin q(n+1)=2\cos q\,\sin qn ,$$

the equation holds with $E=E_0+2J\cos q$. The other end requires $\sin q(N+1)=0$, so

$$q_k=\frac{\pi k}{N+1},\qquad E_k=E_0+2J\cos q_k,\qquad k=1,\dots,N. \tag{3}$$

For $J\neq0$ these are $N$ different energies, because the cosine decreases steadily between $0$ and $\pi$. An $N\times N$ matrix has no more than $N$ eigenvalues, so the list is complete.

For the normalization, use $\sin^2x=\tfrac12(1-\cos2x)$:

$$\sum_{n=1}^N\sin^2(q_kn)=\frac N2-\frac12\sum_{n=1}^N\cos(2q_kn).$$

The geometric sum $\sum_{n=0}^{N}e^{2iq_kn}$ has the numerator $e^{2iq_k(N+1)}-1=e^{2\pi ik}-1=0$ and a nonzero denominator, so it vanishes. Its $n=0$ term is 1, so the cosine sum from $n=1$ is $-1$. The sum of squares is thus $(N+1)/2$, and $A=\sqrt{2/(N+1)}$.

## How strongly each state absorbs

All molecules feel the same field, so the transition dipole from the ground state to state $k$ is $d\sum_nc_n$. In units of $d^2$, its dipole strength is

$$F_k=\Big(\sum_{n=1}^Nc_n\Big)^2=\frac{2}{N+1}\Big(\sum_{n=1}^N\sin q_kn\Big)^2 .$$

To do the sum, multiply it by $2\sin(q_k/2)$ and use

$$2\sin\frac{q_k}{2}\sin q_kn=\cos q_k\big(n-\tfrac12\big)-\cos q_k\big(n+\tfrac12\big).$$

Neighbouring terms cancel, and only the first and last cosines survive:

$$2\sin\frac{q_k}2\sum_{n=1}^N\sin q_kn=\cos\frac{q_k}2-\cos q_k\big(N+\tfrac12\big).$$

Because $q_k(N+\tfrac12)=\pi k-q_k/2$, the last cosine is $(-1)^k\cos(q_k/2)$. For even $k$ the right side is zero; for odd $k$ it is $2\cos(q_k/2)$. Therefore

$$F_k=\begin{cases}\dfrac{2}{N+1}\cot^2\dfrac{\pi k}{2(N+1)}, & k\text{ odd},\\[2mm] 0, & k\text{ even}.\end{cases} \tag{4}$$

The even states are antisymmetric about the middle of the chain, and the contributions of the two halves cancel.

The strengths add up to $N$. The eigenvectors form a complete orthonormal set, so $\sum_kc^{(k)}_nc^{(k)}_m=\delta_{nm}$, and summing over $n$ and $m$ gives $\sum_kF_k=N$. The coupling redistributes dipole strength without creating any.

The cotangent decreases between $0$ and $\pi/2$, so the brightest state is $k=1$. Its shift and its share of the dipole strength are

$$\Delta=2J\cos\frac{\pi}{N+1}, \tag{5}$$

$$S_1=\frac{F_1}{N}=\frac{2}{N(N+1)}\cot^2\frac{\pi}{2(N+1)} . \tag{6}$$

For $N=2$, $\cos(\pi/3)=\tfrac12$ gives $\Delta=J$, and $\cot^2(\pi/6)=3$ gives $S_1=1$, as found above for two end sites.

For a long chain, $\cot x\approx1/x$ at small $x$, so

$$S_1\approx\frac{2}{N(N+1)}\,\frac{4(N+1)^2}{\pi^2}=\frac{8}{\pi^2}\,\frac{N+1}{N}\;\longrightarrow\;\frac{8}{\pi^2}\approx0.811 .$$

The two errors of the tempting solution thus behave differently. As $N$ grows, the shift (5) approaches $2J$, so that error fades. The share does not approach 1: the part of the dipole strength held by the states $k=3,5,\dots$ is 12% at $N=10$ and rises towards $1-8/\pi^2\approx19\%$ as the chain grows. These states do move closer to the brightest one: with $\cos q\approx1-q^2/2$, (3) gives $E_k-E_1\approx-J\pi^2(k^2-1)/(N+1)^2$ for $k\ll N$. They remain distinct eigenstates. The amplitudes form half a sine wave over the whole chain, and this shape never becomes uniform.

## From dipole strength to oscillator strength

Oscillator strength is proportional to the transition energy times the squared transition dipole. The share asked for is therefore $E_1F_1/\sum_kE_kF_k$. The denominator follows from $\sum_kE_kc^{(k)}_nc^{(k)}_m=H_{nm}$, summed over $n$ and $m$:

$$\sum_kE_kF_k=\sum_{n,m}H_{nm}=NE_0+2J(N-1).$$

This is $N$ times the mean energy (1). The oscillator-strength share is

$$S_1^{\rm osc}=S_1\;\frac{E_0+\Delta}{E_0+2J(N-1)/N}. \tag{7}$$

When $|J|\ll E_0$, the state $k=1$ also has the largest oscillator strength, and the energy factor is close to 1. It belongs to the present model, which keeps one excitation at a time (the Heitler-London approximation). The Coulomb interaction can also excite two neighbours together, at an energy cost of $2E_0$. In first-order perturbation theory this mixes such pairs into the ground state with amplitudes of size $|J|/(2E_0)$, which changes the transition dipoles at order $J/E_0$. Equation (7) is thus the answer within the model, but its small departure from $S_1$ should not be read as a prediction for a real aggregate.

## The angle between J and H behaviour

For $N\ge2$ the cosine in (5) is positive, so $\Delta$ has the sign of $J$. It vanishes when

$$1-3\cos^2\theta=0,\qquad \cos\theta=\frac1{\sqrt3},\qquad \theta=54.7^\circ .$$

At smaller angles $J<0$. The bright state is then the lowest level of the band and lies to the red: a J aggregate. At larger angles $J>0$. The bright state is then the highest level and lies to the blue: an H aggregate.

In the H case the lowest level is $k=N$. By (4) it is dark for even $N$. For odd $N$ it is weak: at $N=9$ its share of the dipole strength is $5.6\times10^{-4}$. An H aggregate that relaxes to its lowest level before emitting is therefore a poor emitter in this model.

The tempting solution gives the same angle, since its shift $2J$ is also proportional to $J$. A correct magic angle is thus no evidence that the shift and the share are correct.

The angle does not rest on the nearest-neighbour approximation. Two molecules $m$ sites apart lie on the same line, so (2) applies with $a$ replaced by $ma$, and their coupling is $J/m^3$. All couplings contain the same angular factor and vanish together. At the magic angle $H$ is then $E_0$ times the unit matrix. All $N$ levels coincide, the whole strength sits at $E_0$, and it no longer makes sense to single out one bright state.

The result does rest on parallel point dipoles on a straight line. If the transition charges are a distance $s=a/2$ apart, the four-charge expression for $J$ vanishes at $50.9^\circ$ instead. The terms dropped in deriving (2) depend on $s$ divided by the distance of the pair, so the common angular factor is lost as well.

## Numbers for ten molecules

With $d=10$ debye $=3.336\times10^{-29}$ C m and $a=1$ nm, equation (2) gives $J_0=62.42$ meV. For $N=10$, $\cos(\pi/11)=0.9595$.

**At 30°,** $1-3\cos^2\theta=-1.25$, so

$$J=-1.25\times62.42\ \text{meV}=-78.0\ \text{meV},$$

$$\Delta=2\times(-78.02)\times0.9595\ \text{meV}=-149.7\ \text{meV}.$$

The band moves from 2.000 eV (619.9 nm) to 1.850 eV (670.1 nm).

**At 90°,** $J=J_0$, so

$$\Delta=2\times62.42\times0.9595\ \text{meV}=119.8\ \text{meV},$$

and the band moves to 2.120 eV (584.9 nm).

The tempting solution would have given $2J=-156.0$ meV and $124.8$ meV, about 4% larger in size than the shifts from (5). These shifts are exact only with one excitation at a time. The pair excitations mentioned after (7) change the energies at order $J^2/E_0$, which is about 3 meV at $30^\circ$. For ten two-level molecules with these terms kept, the shifts are $-149.3$ and $120.0$ meV. If the molecules are treated as coupled harmonic oscillators instead, $E^2=E_0^2+2E_0\Delta$ gives $-155.8$ and $116.4$ meV.

The dipole-strength share is the same at both angles, because (6) does not contain $J$. Equation (4) gives $F_1=8.795$, so $S_1=0.880$. The next bright states, $k=3$ and $k=5$, have shares of 0.087 and 0.024. For the oscillator strength at $30^\circ$, the mean shift is $2J(N-1)/N=2\times(-78.02)\times0.9=-140.4$ meV, and (7) gives

$$S_1^{\rm osc}=0.8795\times\frac{2.0000-0.1497}{2.0000-0.1404}=0.8795\times0.9950=0.875 .$$

At $90^\circ$ the energy factor is 1.0035 and the share is 0.883. At both angles the bright state has close to 88% of the strength, not all of it.

Near the magic angle the shift responds strongly to orientation: it is $-28.7$ meV at $50^\circ$ and $+29.9$ meV at $60^\circ$.

All these numbers are for point dipoles, which require molecules much shorter than $a$. A conjugated dye absorbing at 2 eV need not meet this at $a=1$ nm. Six electrons in a one-dimensional box have their first band at 2 eV when the box is 1.15 nm long. With that transition density, scaled to 10 debye, the Coulomb coupling is $-51$ meV at $30^\circ$ and $42$ meV at $90^\circ$, in place of $-78$ and $62$ meV. At $50^\circ$ it is $+11$ meV in place of $-15$ meV, so even the sign differs there. The nearest-neighbour share (6) is unaffected, since it does not contain $J$.

## What the distant neighbours change

With all pairs coupled, $H=E_0+JM$, where $M_{nm}=1/|n-m|^3$ for $n\ne m$ and $M_{nn}=0$. The matrix $M$ does not contain the angle, so for $J\neq0$ the eigenvectors and the dipole-strength shares are the same at every angle.

Numerical diagonalization for $N=10$ gives shifts of $-172.7$ meV at $30^\circ$ and $138.2$ meV at $90^\circ$, about 15% larger in size than the nearest-neighbour values. The bright state remains the lowest level in the first case and the highest in the second. Its dipole-strength share rises from 0.880 to 0.904.

The largest eigenvalue of $M$ for a long chain can be found from two bounds. It cannot exceed the largest row sum, which is below $2\sum_{m=1}^\infty m^{-3}=2\zeta(3)$. It cannot be less than the mean value in the uniform state,

$$\langle B|M|B\rangle=\frac2N\sum_{m=1}^{N-1}\frac{N-m}{m^3},$$

where $N-m$ counts the pairs at distance $m$. This also tends to $2\zeta(3)$ as $N\to\infty$. The limit is therefore $2\zeta(3)=2.404$, in place of the nearest-neighbour value 2. At $N=500$ the computed bright state has a shift of $2.404\,J$, in agreement with this limit.

The numerical check checks the coupling against explicit sums over four charges, the levels and strengths against numerical diagonalization, and the magic angle by a search with all pairs coupled.

## Numbers as computed

```
Molecules N = 10, dipole d = 10.0 debye = 3.3356e-29 C m
Spacing a = 1.0 nm, site energy E0 = 2.000 eV
Coupling scale J0 = 62.42 meV
cos(pi/(N+1)) = 0.95949
Magic angle, formula = 54.7356 deg
Magic angle, all-pair numerical search = 54.7356 deg
Zero-coupling angle, dipole length a/2 = 50.89 deg
Nearest-neighbour table: angle, 1-3cos^2, J, bright shift
   0 deg   -2.0000   -124.83 meV   -239.55 meV
  30 deg   -1.2500    -78.02 meV   -149.72 meV
  50 deg   -0.2395    -14.95 meV    -28.69 meV
  60 deg    0.2500     15.60 meV     29.94 meV
  90 deg    1.0000     62.42 meV    119.77 meV
Monomer band = 2.0000 eV = 619.9 nm
J case, 30 deg: bright band = 1.8503 eV = 670.1 nm
  energy factor = 0.99501, oscillator-strength share = 0.8751
  all-pair bright shift = -172.72 meV
H case, 90 deg: bright band = 2.1198 eV = 584.9 nm
  energy factor = 1.00352, oscillator-strength share = 0.8826
  all-pair bright shift = 138.18 meV
All-pair share of dipole strength, N = 10: 0.9043
Dipole strength F_k (one molecule = 1) and share, N = 10:
  k = 1: F = 8.7953, share = 0.8795
  k = 3: F = 0.8718, share = 0.0872
  k = 5: F = 0.2422, share = 0.0242
  k = 7: F = 0.0751, share = 0.0075
  k = 9: F = 0.0157, share = 0.0016
Bright-state share of dipole strength for several N:
  N =   2: 1.0000
  N =   3: 0.9714
  N =   5: 0.9285
  N =  10: 0.8795
  N =  20: 0.8479
  N = 100: 0.8185
Numerical share at N = 2000: 0.8110
Limit 8/pi^2 = 0.8106
H case, share of lowest level, N = 9: 5.57e-04
All-pair shift/J at N = 500: 2.4039
Infinite-chain limit 2 zeta(3) = 2.4041
```
